# Thermal Mismatch Stress with Unequal In-Plane Expansions: a numerical check

```python
# Result under test: thermal stress of a thin isotropic film on a thick substrate
# with unequal in-plane expansions,
#   sigma_x = E/(1-nu^2) * (e_x + nu*e_y),  and the same with x and y exchanged.
# E, nu: Young's modulus and Poisson ratio of the film; e_x, e_y: elastic mismatch
# strains, the integral of (substrate minus film expansion) from T0 to T.
# z is the film normal. Tension is positive. Moduli in GPa, lengths as stated.
# Voigt order: xx, yy, zz, yz, xz, xy (engineering shear strains).
import numpy as np
from scipy.integrate import quad
from scipy.sparse import coo_matrix
from scipy.sparse.linalg import spsolve
from scipy.spatial.transform import Rotation

PAIRS = [(0, 0), (1, 1), (2, 2), (1, 2), (0, 2), (0, 1)]
VOIGT = np.array([[0, 5, 4], [5, 1, 3], [4, 3, 2]])
IN, OUT = [0, 1, 5], [2, 3, 4]


def isotropic_stiffness(E, nu):
    """Invert the compliance that defines E and nu."""
    S = np.zeros((6, 6))
    S[:3, :3] = -nu / E
    S[range(3), range(3)] = 1 / E
    S[range(3, 6), range(3, 6)] = 2 * (1 + nu) / E
    return np.linalg.inv(S)


def free_surface_response(C, in_plane):
    """Solve for the out-of-plane strains that remove all surface tractions."""
    out = np.linalg.solve(C[np.ix_(OUT, OUT)], -C[np.ix_(OUT, IN)] @ in_plane)
    strain = np.zeros(6)
    strain[IN], strain[OUT] = in_plane, out
    return C @ strain, strain


def formula(E, nu, ex, ey):
    return E / (1 - nu**2) * np.array([ex + nu * ey, ey + nu * ex])


def rotate_stiffness(C, R):
    C4 = C[VOIGT[:, :, None, None], VOIGT[None, None, :, :]]
    C4 = np.einsum('ia,jb,kc,ld,abcd->ijkl', R, R, R, R, C4, optimize=True)
    return np.array([[C4[p + q] for q in PAIRS] for p in PAIRS])


def strain_matrix(dx, dz, s, t):
    """Strains of a bilinear rectangle at local point (s, t)."""
    sx, sz = np.array([-1, 1, 1, -1]), np.array([-1, -1, 1, 1])
    nx, nz = sx * (1 + sz * t) / (2 * dx), sz * (1 + sx * s) / (2 * dz)
    B = np.zeros((6, 8))
    B[0, 0::2], B[2, 1::2] = nx, nz
    B[4, 0::2], B[4, 1::2] = nz, nx
    return B


def finite_strip(C_film, C_sub, e_start, first, n, half=200.0):
    """Film strip (thickness 1, half width 'half') on a large substrate block.
    Displacements are counted from the freely expanded substrate."""
    inner = np.r_[0, np.geomspace(first, half, n)]
    x = np.r_[half - inner[::-1], half + np.geomspace(first, 2 * half, n)]
    nf = round(1 / first)
    z = np.r_[-np.geomspace(first, 3 * half, n)[::-1], np.linspace(0, 1, nf + 1)]
    nz = len(z)
    rows, cols, vals = [], [], []
    load = np.zeros(2 * len(x) * nz)
    used = np.zeros(load.size, bool)
    g = 1 / np.sqrt(3)

    def dofs(i, j):
        nodes = np.array([i * nz + j, (i + 1) * nz + j,
                          (i + 1) * nz + j + 1, i * nz + j + 1])
        return np.stack([2 * nodes, 2 * nodes + 1], 1).ravel()

    for i in range(len(x) - 1):
        for j in range(nz - 1):
            film = j >= n
            if film and i >= n:
                continue
            dx, dz = x[i + 1] - x[i], z[j + 1] - z[j]
            C = C_film if film else C_sub
            K = np.zeros((8, 8))
            d = dofs(i, j)
            for s in (-g, g):
                for t in (-g, g):
                    B = strain_matrix(dx, dz, s, t)
                    K += B.T @ C @ B * dx * dz / 4
                    if film:
                        load[d] -= B.T @ (C @ e_start) * dx * dz / 4
            used[d] = True
            rows.append(np.repeat(d, 8))
            cols.append(np.tile(d, 8))
            vals.append(K.ravel())
    K = coo_matrix((np.concatenate(vals),
                    (np.concatenate(rows), np.concatenate(cols))),
                   shape=(load.size, load.size)).tocsr()
    node = np.arange(len(x) * nz)
    clamp = (node % nz == 0) | (node // nz == len(x) - 1)
    used[2 * node[clamp]] = used[2 * node[clamp] + 1] = False
    used[2 * node[node // nz == 0]] = False      # symmetry plane
    free = np.flatnonzero(used)
    u = np.zeros(load.size)
    u[free] = spsolve(K[free][:, free].tocsc(), load[free])
    strain = np.array([np.mean([strain_matrix(x[i + 1] - x[i], z[j + 1] - z[j], 0, 0)
                                @ u[dofs(i, j)] for j in range(n, nz - 1)], axis=0)
                       for i in range(n)]) + e_start
    distance = half - (x[:n] + x[1:n + 1]) / 2
    return distance, strain @ C_film.T, strain


def edge_zone(distance, stress_x, plateau, level=0.05):
    """Outermost distance from the edge at which the deviation equals level."""
    dev = abs(stress_x / plateau - 1)
    k = int(np.argmax(dev > level))
    assert k > 0
    return 1 / np.interp(level, dev[k - 1:k + 1], 1 / distance[k - 1:k + 1])


def two_layer_stress(Qf, Qs, e, ratio):
    """Mean film stress on a free plate of thickness 1; film thickness = ratio."""
    zf = (1 + ratio) / 2
    A = Qs + Qf * ratio
    B = Qf * ratio * zf
    D = Qs / 12 + Qf * (ratio * zf**2 + ratio**3 / 12)
    force = Qf @ e * ratio
    sol = np.linalg.solve(np.block([[A, B], [B, D]]), -np.r_[force, force * zf])
    return Qf @ (e + sol[:2] + zf * sol[2:])


# Rough typical inputs: tungsten on lithium niobate, x along a, y along c
E, nu, a_film = 410.0, 0.28, 4.5e-6
E_sub, nu_sub = 180.0, 0.25
a_x, a_y = 15.0e-6, 7.5e-6
T0, T = 100.0, 25.0
h_nm, hs_um = 200.0, 500.0
slope_x, slope_y = 0.010e-6, -0.015e-6           # change of expansion per K
growth, yield_rough, adhesion = -1000.0, 2000.0, 1.0   # MPa, MPa, J/m2
c11, c12, c44 = 523.0, 204.0, 160.0              # tungsten crystal, GPa
dT = T - T0

# Mismatch strains, checked against the exact ratio of lengths
e = np.array([(a - a_film) * dT for a in (a_x, a_y)])
exact = np.array([(1 + a * dT) / (1 + a_film * dT) - 1 for a in (a_x, a_y)])
assert np.allclose(e, exact, rtol=1e-3, atol=0)
sigma = formula(E, nu, *e)
ez = -nu / (1 - nu) * e.sum()

# Three-dimensional Hooke law with a traction-free surface
Cf, Cs = isotropic_stiffness(E, nu), isotropic_stiffness(E_sub, nu_sub)
s3, e3 = free_surface_response(Cf, np.r_[e, 0])
assert np.allclose(s3[:2], sigma, rtol=1e-10)
assert np.isclose(e3[2], ez, rtol=1e-10)
only_y, _ = free_surface_response(Cf, np.array([0, e[1], 0]))
assert np.isclose(only_y[0] / only_y[1], nu)


def plane_matrix(C):
    return np.array([free_surface_response(C, v)[0][:2] for v in np.eye(3)[:2]]).T


Qf, Qs = plane_matrix(Cf), plane_matrix(Cs)
assert np.allclose(np.linalg.eigvalsh(Qf), [E / (1 + nu), E / (1 - nu)])

# The same law in turned in-plane axes
for angle in np.radians([30, 45]):
    c, s = np.cos(angle), np.sin(angle)
    R = np.array([[c, s], [-s, c]])
    et = R @ np.diag(e) @ R.T
    st = R @ np.diag(s3[:2]) @ R.T
    assert np.allclose(np.diag(st), formula(E, nu, et[0, 0], et[1, 1]))
    assert np.isclose(st[0, 1], E / (1 + nu) * et[0, 1])
shear45 = abs(st[0, 1])

# Strip with free edges: the plateau must emerge without being assumed
e_start = np.array([e[0], e[1], (a_x - a_film) * dT, 0, 0, 0])
dist, st_r, en_r = finite_strip(Cf, 1e5 * Cs, e_start, 0.25, 40)
assert np.allclose(st_r[0, :2], sigma, rtol=1e-3)
assert abs(st_r[0, 2]) < 1e-3 * abs(sigma[0])
assert np.isclose(en_r[0, 2], ez, rtol=2e-3)
zone_rigid = edge_zone(dist, st_r[:, 0], sigma[0])
d1, s1, _ = finite_strip(Cf, Cs, e_start, 0.25, 40)
d2, s2, _ = finite_strip(Cf, Cs, e_start, 0.125, 60)
zone_coarse = edge_zone(d1, s1[:, 0], sigma[0])
zone = edge_zone(d2, s2[:, 0], sigma[0])
assert abs(zone_coarse / zone - 1) < 0.1
assert zone > zone_rigid                         # compliance widens the zone

# Finite substrate: full two-layer plate against the first-order correction
ratio = h_nm * 1e-3 / hs_um
plate_change = two_layer_stress(Qf, Qs, e, ratio) - sigma
first_order = -4 * ratio * Qf @ np.linalg.solve(Qs, sigma)
assert np.allclose(plate_change, first_order, rtol=0.02, atol=0)

# Stored energy per area, J/m2: GPa*nm = J/m2


def energy(s):
    return h_nm * (s[0]**2 + s[1]**2 - 2 * nu * s[0] * s[1]) / (2 * E)


assert np.isclose(energy(sigma), h_nm * 0.5 * s3 @ e3)


def von_mises(s):
    return np.sqrt(s[0]**2 - s[0] * s[1] + s[1]**2)


# Temperature-dependent expansion, film expansion held constant
e_T = np.array([quad(lambda t: a + b * (t - T) - a_film, T0, T)[0]
                for a, b in ((a_x, slope_x), (a_y, slope_y))])
sigma_T = formula(E, nu, *e_T)

# Crystal orientation of the film
cubic = np.zeros((6, 6))
cubic[:3, :3] = c12
cubic[range(3), range(3)] = c11
cubic[range(3, 6), range(3, 6)] = c44
turned = [rotate_stiffness(cubic, R) for R in
          Rotation.random(200, random_state=1).as_matrix()]
sx_all = np.array([free_surface_response(C, np.r_[e, 0])[0][0] for C in turned])
spread = np.ptp(sx_all) / abs(sx_all.mean())

MPa = 1e3
total = sigma + growth / MPa
biaxial = E / (1 - nu) * e.mean()
print(f"Film modulus, Poisson ratio: {E:.0f} GPa, {nu:.2f}")
print(f"Substrate modulus, Poisson ratio: {E_sub:.0f} GPa, {nu_sub:.2f}")
print(f"Film expansion: {a_film*1e6:.1f} ppm/K")
print(f"Substrate expansion x (a), y (c): {a_x*1e6:.1f}, {a_y*1e6:.1f} ppm/K")
print(f"Start, end temperature, change: {T0:.0f}, {T:.0f} C, {dT:.0f} K")
print(f"Film thickness: {h_nm:.0f} nm; substrate: {hs_um:.0f} um")
print(f"Mismatch strain e_x: {e[0]*1e6:.1f} ppm")
print(f"Mismatch strain e_y: {e[1]*1e6:.1f} ppm")
print(f"Normal elastic strain e_z: {ez*1e6:.1f} ppm")
print(f"Plane modulus E/(1-nu^2): {E/(1-nu**2):.1f} GPa")
print(f"Biaxial modulus E/(1-nu): {E/(1-nu):.1f} GPa")
print(f"Difference modulus E/(1+nu): {E/(1+nu):.1f} GPa")
print(f"Stress sigma_x: {sigma[0]*MPa:.1f} MPa")
print(f"Stress sigma_y: {sigma[1]*MPa:.1f} MPa")
print(f"Share of sigma_y due to e_x: {100*nu*e[0]/(e[1]+nu*e[0]):.1f} %")
print(f"Share of sigma_x due to e_y: {100*nu*e[1]/(e[0]+nu*e[1]):.1f} %")
print(f"Uniaxial estimates E*e_x, E*e_y: {E*e[0]*MPa:.1f}, {E*e[1]*MPa:.1f} MPa")
print(f"Equal-biaxial estimate, mean mismatch: {biaxial*MPa:.1f} MPa")
print(f"Shear stress at 45 degrees, size: {shear45*MPa:.1f} MPa")
print(f"Strip centre, rigid base, x: {st_r[0,0]*MPa:.1f} MPa")
print(f"Strip centre, rigid base, y: {st_r[0,1]*MPa:.1f} MPa")
print(f"5% edge zone, rigid base: {zone_rigid:.1f} film thicknesses")
print(f"5% edge zone, real base: {zone:.0f} film thicknesses")
print(f"5% edge zone, real base: {zone*h_nm*1e-3:.1f} um")
print(f"Strip half width in the edge test: {200*h_nm*1e-3:.0f} um")
print(f"Finite-substrate change, x: {plate_change[0]*MPa:+.2f} MPa")
print(f"Finite-substrate change, y: {plate_change[1]*MPa:+.2f} MPa")
print(f"First-order formula, x, y: {first_order[0]*MPa:+.2f}, "
      f"{first_order[1]*MPa:+.2f} MPa")
print(f"Expansion slopes x, y: {slope_x*1e6:.3f}, {slope_y*1e6:.3f} ppm/K^2")
print(f"Stress with slopes, x: {sigma_T[0]*MPa:.1f} MPa")
print(f"Stress with slopes, y: {sigma_T[1]*MPa:.1f} MPa")
print(f"Relative changes by slopes, x, y: {100*(sigma_T[0]/sigma[0]-1):+.1f}, "
      f"{100*(sigma_T[1]/sigma[1]-1):+.1f} %")
print(f"Tungsten c11, c12, c44: {c11:.0f}, {c12:.0f}, {c44:.0f} GPa")
print(f"Anisotropy ratio 2*c44/(c11-c12): {2*c44/(c11-c12):.3f}")
print(f"Spread of sigma_x over 200 orientations: {100*spread:.2f} %")
print(f"Rough growth stress, both axes: {growth:.0f} MPa")
print(f"Total stress with growth, x, y: {total[0]*MPa:.0f}, {total[1]*MPa:.0f} MPa")
print(f"Von Mises stress, thermal: {von_mises(sigma)*MPa:.0f} MPa")
print(f"Von Mises stress, with growth: {von_mises(total)*MPa:.0f} MPa")
print(f"Rough film yield stress: {yield_rough:.0f} MPa")
print(f"Stored energy, thermal: {energy(sigma):.4f} J/m2")
print(f"Stored energy, with growth: {energy(total):.3f} J/m2")
print(f"Rough adhesion energy: {adhesion:.1f} J/m2")
print("all good")
```

Output:

```
Film modulus, Poisson ratio: 410 GPa, 0.28
Substrate modulus, Poisson ratio: 180 GPa, 0.25
Film expansion: 4.5 ppm/K
Substrate expansion x (a), y (c): 15.0, 7.5 ppm/K
Start, end temperature, change: 100, 25 C, -75 K
Film thickness: 200 nm; substrate: 500 um
Mismatch strain e_x: -787.5 ppm
Mismatch strain e_y: -225.0 ppm
Normal elastic strain e_z: 393.8 ppm
Plane modulus E/(1-nu^2): 444.9 GPa
Biaxial modulus E/(1-nu): 569.4 GPa
Difference modulus E/(1+nu): 320.3 GPa
Stress sigma_x: -378.4 MPa
Stress sigma_y: -198.2 MPa
Share of sigma_y due to e_x: 49.5 %
Share of sigma_x due to e_y: 7.4 %
Uniaxial estimates E*e_x, E*e_y: -322.9, -92.2 MPa
Equal-biaxial estimate, mean mismatch: -288.3 MPa
Shear stress at 45 degrees, size: 90.1 MPa
Strip centre, rigid base, x: -378.4 MPa
Strip centre, rigid base, y: -198.2 MPa
5% edge zone, rigid base: 3.3 film thicknesses
5% edge zone, real base: 34 film thicknesses
5% edge zone, real base: 6.9 um
Strip half width in the edge test: 40 um
Finite-substrate change, x: +1.41 MPa
Finite-substrate change, y: +0.77 MPa
First-order formula, x, y: +1.42, +0.77 MPa
Expansion slopes x, y: 0.010, -0.015 ppm/K^2
Stress with slopes, x: -385.6 MPa
Stress with slopes, y: -182.9 MPa
Relative changes by slopes, x, y: +1.9, -7.7 %
Tungsten c11, c12, c44: 523, 204, 160 GPa
Anisotropy ratio 2*c44/(c11-c12): 1.003
Spread of sigma_x over 200 orientations: 0.21 %
Rough growth stress, both axes: -1000 MPa
Total stress with growth, x, y: -1378, -1198 MPa
Von Mises stress, thermal: 328 MPa
Von Mises stress, with growth: 1298 MPa
Rough film yield stress: 2000 MPa
Stored energy, thermal: 0.0343 J/m2
Stored energy, with growth: 0.588 J/m2
Rough adhesion energy: 1.0 J/m2
all good
```
